# Hall conductivity of a two-node Weyl lattice and its doping corrections

## Question

Electrons of charge $-e$ ($e>0$) move on a lattice with lattice constant $a$ in all three directions. Their Hamiltonian is $H(\mathbf k)=\mathbf d(\mathbf k)\cdot\boldsymbol\sigma$, with

$$d_x=t\sin k_xa,\qquad d_y=t\sin k_ya,$$

$$d_z=M(k_z)+m(2-\cos k_xa-\cos k_ya),\qquad M(k_z)=t_z(\cos k_0a-\cos k_za).$$

Here $t,t_z,m>0$, $0<k_0a<\pi$ and $2m>t_z(1-\cos k_0a)$. There is no further degeneracy. The temperature is zero, and the Fermi energy $\mu$ is measured from the band-touching energy. Only the intrinsic Hall effect is asked for: side jump and skew scattering are left out. The Berry connection of a band $|n\rangle$ is $\mathbf A=i\langle n|\nabla_{\mathbf k}n\rangle$, and $\boldsymbol\Omega=\nabla_{\mathbf k}\times\mathbf A$.

## (a) Find the nodes and the Hamiltonian near them.

The energies are $\pm|\mathbf d|$, so a node needs $\mathbf d=0$. The first two components vanish when $k_xa$ and $k_ya$ are each $0$ or $\pi$. On these four lines $d_z$ equals

- $M$ at $(0,0)$,
- $M+2m$ at $(\pi,0)$ and at $(0,\pi)$,
- $M+4m$ at $(\pi,\pi)$.

Since $M\ge-t_z(1-\cos k_0a)>-2m$, only the first can vanish. It does so at $k_z=\pm k_0$. There are two nodes, a distance $K=2k_0$ apart.

Let $\chi=\pm1$ label the node at $\chi k_0$, and let $\mathbf p=a(\mathbf k-\chi k_0\hat{\mathbf z})$ be the dimensionless distance from it. With $s=t_z\sin k_0a$ and $c=t_z\cos k_0a$, expansion to second order gives

$$\mathbf d\simeq\Big(tp_x,\;tp_y,\;\chi s\,p_z+\tfrac c2p_z^2+\tfrac m2(p_x^2+p_y^2)\Big).$$

The linear part is an untilted, anisotropic cone of chirality $\chi$.

## (b) Express $\sigma_{xy}$ through the Berry curvature, and then through the Chern numbers of slices of constant $k_z$.

A field $E_y$ moves the wave vector according to $\hbar\dot k_y=-eE_y$. Choose the phase of $|n\rangle$ so that $\langle n|\dot n\rangle=0$, and write the state, apart from its dynamical phase, as $|n\rangle+\sum_{m\ne n}a_m|m\rangle$. For a weak field switched on slowly, $\dot a_m$ is of higher order. The Schrödinger equation projected on $|m\rangle$ then reads $i\hbar\langle m|\dot n\rangle=(\varepsilon_m-\varepsilon_n)a_m$, so

$$a_m=-\frac{i\hbar\,\dot k_y\langle m|\partial_yn\rangle}{\varepsilon_n-\varepsilon_m}.$$

Differentiating $H|n\rangle=\varepsilon_n|n\rangle$ and projecting on $|m\rangle$ gives $\langle m|\partial_xH|n\rangle=(\varepsilon_n-\varepsilon_m)\langle m|\partial_xn\rangle$. With its complex conjugate, the first-order part of the velocity $\langle\partial_xH\rangle/\hbar$ is

$$\delta v_x=\frac2\hbar\,\mathrm{Re}\sum_{m\neq n}\langle n|\partial_xH|m\rangle a_m
=2\dot k_y\,\mathrm{Im}\sum_{m\ne n}\langle\partial_xn|m\rangle\langle m|\partial_yn\rangle .$$

The missing term $m=n$ is a product of two imaginary numbers, hence real, so it may be added. The sum becomes $\langle\partial_xn|\partial_yn\rangle$. On the other hand,

$$\Omega_z=i\big(\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\big)=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle .$$

Therefore $\delta v_x=-\dot k_y\Omega_z=(e/\hbar)E_y\Omega_z$. Multiplying by $-e$ and summing over occupied states gives

$$\sigma_{xy}=-\frac{e^2}{\hbar}\int\frac{d^3k}{(2\pi)^3}\sum_nf_n\Omega_z^n .$$

The ordinary velocity adds nothing. In equilibrium $f(\varepsilon)\nabla\varepsilon$ is the gradient of a periodic function and integrates to zero. With a constant relaxation time, the field-induced change of $f$ contributes an integral of $v_xv_y\,\partial f/\partial\varepsilon$, which vanishes because $\varepsilon$ is even in $k_x$.

Let $\mu=0$. The lower band is full, and every slice except the two through the nodes has a gap. With $C(k_z)=\frac1{2\pi}\int dk_xdk_y\,\Omega_z$ for the lower band, and $e^2/\hbar=2\pi e^2/h$,

$$\sigma_{xy}=-\frac{e^2}{h}\int_{-\pi/a}^{\pi/a}\frac{dk_z}{2\pi}\,C(k_z).$$

The adiabatic argument fails in a small region around each node, where the gap is too small for the given field. This region shrinks to nothing in the linear-response limit $E_y\to0$.

## (c) Find $C(k_z)$ and $\sigma_{xy}$ at $\mu=0$.

Let $\theta,\varphi$ be the polar angles of $\mathbf d$. A lower-band spinor is

$$|n\rangle=\begin{pmatrix}e^{-i\varphi}\sin(\theta/2)\\-\cos(\theta/2)\end{pmatrix},\qquad \mathbf A=i\sin^2\!\tfrac\theta2\,(-i\nabla\varphi)=\sin^2\!\tfrac\theta2\,\nabla\varphi .$$

At the north pole, $\theta=0$, the angle $\varphi$ is undefined but its prefactor vanishes. The connection is singular only at points where $\mathbf d$ points to the south pole, $\theta=\pi$.

Cut a small disc around each such point. A slice of the Brillouin zone is a torus without boundary, so Stokes' theorem leaves only the edges of the discs. They are traversed clockwise as seen from the disc centres:

$$2\pi C=-\sum_{\text{south}}\oint\nabla\varphi\cdot d\mathbf k=-2\pi\sum_{\text{south}}w .$$

Here $w$ is the anticlockwise winding number of $(d_x,d_y)$. Near $(0,0)$ this vector is $ta(k_x,k_y)$, so $w=+1$. Near $(\pi,0)$ and $(0,\pi)$ one component is reversed, so $w=-1$. Near $(\pi,\pi)$ both are reversed, so $w=+1$.

By part (a), $d_z$ is positive on the last three lines. On the first, $d_z=M(k_z)$ is negative for $|k_z|<k_0$. Hence $C=-1$ between the nodes and $C=0$ outside, and

$$\boxed{\;\sigma_{xy}=\frac{e^2}{h}\,\frac{2k_0}{2\pi}=\frac{e^2}{h}\,\frac{K}{2\pi}\;}$$

Each slice between the nodes acts as one quantum Hall layer. The sign belongs to this Hamiltonian; replacing $d_y$ by $-d_y$ reverses every winding number and thus $\sigma_{xy}$. As $k_0\to0$ the nodes merge and the Hall effect disappears. As $k_0a\to\pi$ they meet at the zone boundary and $\sigma_{xy}\to e^2/(ha)$, one quantum per lattice layer; the inequality on $m$ survives this limit only if $m\ge t_z$.

## (d) Do the node positions alone fix $\sigma_{xy}$?

No. Take $t=t_z=|m|=1$ eV and $k_0a=0.4\pi$, but let $m=-1$ eV. The largest value of $M$ is $1+\cos0.4\pi<2$ eV, so $d_z$ is now negative on the last three lines and the nodes stay where they were. These lines contribute $-(-1-1+1)=+1$ to $C$. The result is $C=0$ between the nodes and $C=1$ outside:

$$\sigma_{xy}=-\frac{e^2}{h}\,\frac{2\pi/a-K}{2\pi}=\frac{e^2}{h}\Big(\frac K{2\pi}-\frac1a\Big).$$

The same nodes give $-0.6$ instead of $+0.4$ in units of $e^2/(ha)$. The nodes say where $C$ jumps; its value in the outer slices must be known separately.

The inequality on $m$ matters too. For $k_0a=2$, $m=0.3$ eV and $t=t_z=1$ eV it is violated, and further nodes appear on the other lines. Adding the Chern numbers of 200 equally spaced slices, computed from the phases of overlaps between neighbouring eigenvectors, gives about $-0.03\,e^2/(ha)$. The separation of the original pair would have suggested $0.64\,e^2/(ha)$.

## (e) The crystal is doped to $\mu>0$. What does a pocket of an untilted linear cone add to $\sigma_{xy}$?

The lower band remains full, so the change comes from the occupied part of the upper band. In terms of $\mathbf p$, the curvature carries a factor $a^2$ and the volume element a factor $a^{-3}$. With $\Omega$ now computed from derivatives with respect to $\mathbf p$,

$$\delta\sigma_{xy}=-\frac{e^2}{ha}\,\frac1{4\pi^2}\int_{\rm pocket}d^3p\;\Omega_z^{\rm upper}.\tag{1}$$

To find this curvature, take the curl of $\mathbf A$ from part (c). It gives, for the lower band,

$$\Omega_z=\tfrac12\sin\theta\,(\partial_x\theta\,\partial_y\varphi-\partial_y\theta\,\partial_x\varphi)=\tfrac12\hat{\mathbf d}\cdot(\partial_x\hat{\mathbf d}\times\partial_y\hat{\mathbf d}).$$

The upper band has the opposite curvature: its spinor $(\cos\frac\theta2,\,e^{i\varphi}\sin\frac\theta2)$ has $\mathbf A=-\sin^2\frac\theta2\nabla\varphi$. Derivatives of the length $|\mathbf d|$ produce vectors along $\mathbf d$, which drop out of the triple product. Hence

$$\Omega_z^{\rm upper}=-\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3}.\tag{2}$$

For any untilted linear cone, $\mathbf d=V\mathbf p$ with a constant invertible matrix $V$. The derivatives are constant, so $\Omega_z(-\mathbf p)=-\Omega_z(\mathbf p)$. The energy $|V\mathbf p|$ is even, so the pocket contains $-\mathbf p$ whenever it contains $\mathbf p$. The integral vanishes:

$$\delta\sigma_{xy}=0\quad\text{for each untilted linear cone separately.}$$

No cancellation between the nodes is needed, and the velocities may be anisotropic. For $\mu<0$, states of the lower band are removed. Removal and the opposite curvature each change the sign once, so (1) holds with the hole pocket as its region, and the result is again zero.

The zero is a balance of two finite parts. For the cone of part (a), use $\mathbf u=(tp_x,tp_y,\chi sp_z)$, for which $d^3p=d^3u/(t^2s)$. Equation (2) gives $\Omega_z^{\rm upper}=-t^2u_z/(2u^3)$. With $x=u_z/u$, the half with $u_z>0$ yields

$$\int d^3p\,\Omega_z^{\rm upper}=-\frac1{2s}\,2\pi\int_0^1x\,dx\int_0^\mu du=-\frac{\pi\mu}{2s}.$$

By (1) this half contributes $+\mu/(8\pi s)$ in units of $e^2/(ha)$, and the other half contributes $-\mu/(8\pi s)$.

## (f) Find the leading doping correction of the lattice model.

The second-order terms of part (a) spoil the odd symmetry. Let $\mathbf u=\mathbf d(\mathbf p)$ now include them, so that the pocket is the ball $u<\mu$. The derivatives are $\partial_x\mathbf d=(t,0,mp_x)$ and $\partial_y\mathbf d=(0,t,mp_y)$, and therefore

$$\partial_x\mathbf d\times\partial_y\mathbf d=(-tmp_x,\,-tmp_y,\,t^2),$$

$$\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)=t^2\Big(u_z-\frac m{t^2}u_\perp^2\Big),\qquad u_\perp^2=u_x^2+u_y^2 .$$

The Jacobian is $|\partial\mathbf u/\partial\mathbf p|=t^2|\chi s+cp_z|$. To the order needed, $p_z=\chi u_z/s$, which makes it $t^2s(1+cu_z/s^2)$. Thus $d^3p=d^3u\,(1-cu_z/s^2)/(t^2s)$, and

$$\Omega_z^{\rm upper}d^3p=-\frac{d^3u}{2su^3}\Big(u_z-\frac m{t^2}u_\perp^2-\frac c{s^2}u_z^2+\dots\Big).$$

The first term integrates to zero. For the others,

$$\int_{u<\mu}\frac{u_z^2}{u^3}d^3u=\frac{4\pi}3\int_0^\mu u\,du=\frac{2\pi\mu^2}3,\qquad \int_{u<\mu}\frac{u_\perp^2}{u^3}d^3u=\frac{4\pi\mu^2}3 .$$

Each node gives $\frac{\pi\mu^2}{3s}\big(\frac c{s^2}+\frac{2m}{t^2}\big)$, independent of $\chi$. Inserting twice this in (1),

$$\delta\sigma_{xy}=-\frac{e^2}{ha}\,\frac{\mu^2}{6\pi s}\Big(\frac c{s^2}+\frac{2m}{t^2}\Big)+O(\mu^4).\tag{3}$$

There is no cubic term: the next terms of the expansion are cubic polynomials in $\mathbf u$ divided by $u^3$, which are odd. The correction measures the departure from linear cones. It can have either sign: it is positive when $c/s^2<-2m/t^2$, which requires $c<0$, that is $k_0a>\pi/2$. For $t=t_z=m$ the sign changes near $k_0a=0.79\pi$. The expansion requires $\mu$ small compared with the energies over which the cones bend; in particular it fails when $s\to0$ and the nodes merge. It also counts only the pockets around the two nodes, so $\mu$ must stay below $2m-t_z(1-\cos k_0a)$, the energy of the upper band at $(\pi/a,0,0)$ and $(0,\pi/a,0)$. For $k_0a=2$, $m=0.72$ eV and $t=t_z=1$ eV this energy is only $0.024$ eV. At $\mu=0.1$ eV the pockets that open there add about $-0.063\,e^2/(ha)$, against $-0.0005\,e^2/(ha)$ from (3).

## (g) Add the term $\beta M(k_z)$ times the unit matrix, with $0<|\beta|<1$. What changes?

The eigenvectors, and hence the curvatures, stay the same. The energies become $\beta M\pm|\mathbf d|$. For the parameters $t=t_z=m=1$ eV and $k_0a=0.4\pi$, the undoped state still has no pockets. To see this, put $X=1-\cos k_xa$ and $Y=1-\cos k_ya$, with energies in eV. Since $\sin^2k_xa=2X-X^2$,

$$|\mathbf d|^2=2X-X^2+2Y-Y^2+(M+X+Y)^2=M^2+2(1+M)(X+Y)+2XY .$$

Here $M\ge-(1-\cos k_0a)>-1$ and $X,Y\ge0$, so $|\mathbf d|\ge|M|$. Where $M\ne0$ this gives $|\mathbf d|>|\beta M|$. On the planes $k_z=\pm k_0$, where $M=0$, $|\mathbf d|^2=2(X+Y)+2XY$ is positive except at the nodes themselves. Hence $|\mathbf d|>|\beta M|$ everywhere away from the nodes: the upper band stays above zero and the lower band below. The undoped Hall conductivity is unchanged.

Near either node $M\simeq\chi sp_z=u_z$. The doped pocket is $u(1+\beta x)<\mu$ with $x=u_z/u$, and it is no longer symmetric. With the linear-cone curvature of part (e),

$$\int d^3p\,\Omega_z^{\rm upper}=-\frac\pi s\int_{-1}^1\frac{x\mu}{1+\beta x}dx=-\frac{\pi\mu}s\,g(\beta).$$

Writing $x/(1+\beta x)=\frac1\beta\big[1-1/(1+\beta x)\big]$ gives

$$g(\beta)=\frac2\beta-\frac1{\beta^2}\ln\frac{1+\beta}{1-\beta}.$$

The two nodes add, and (1) yields

$$\delta\sigma_{xy}=\frac{e^2}{ha}\,\frac{\mu}{2\pi s}\,g(\beta)+O(\mu^2).\tag{4}$$

For small tilt $g\simeq-2\beta/3$, so the effect disappears smoothly with $\beta$. For $|\beta|\to1$ the logarithm diverges, because the pocket of the linear cone becomes unbounded; the lattice bands must then be used.

In this model the two cones tilt in opposite directions along $k_z$. If they tilted in the same direction, $\beta$ would have opposite signs in the two $u_z$ coordinates. As $g$ is odd, the linear terms would cancel between the nodes, although each cone alone would still contribute.

## (h) Evaluate the results for $a=0.5$ nm, $t=t_z=m=1$ eV, $k_0a=0.4\pi$, with $\beta=0.5$ for the tilted case.

**Undoped.** The separation is $K=0.8\pi/a=5.03$ nm$^{-1}$, and $e^2/(ha)=774.8$ S/cm. Hence

$$\sigma_{xy}=0.4\,\frac{e^2}{ha}=309.9\ \text{S/cm}.$$

A single slice shows the origin of this value. Integrating the time-dependent Schrödinger equation for the filled lower band at $k_z=0$, in a weak and slowly switched-on field, gives a Hall response of $e^2/h$ to within $0.001\,e^2/h$. At $k_za=0.8\pi$, outside the nodes, it gives zero to the same accuracy. The small remainders change with the switching time and the time step, by up to about $0.001\,e^2/h$.

**Doped, no tilt.** Here $s=0.951$ eV and $c=0.309$ eV. At $\mu=0.1$ eV the halves of each linear pocket contribute $\pm0.00418\,e^2/(ha)$ and cancel. The lattice correction (3) is

$$-\frac{0.01}{6\pi(0.951)}\Big(\frac{0.309}{0.951^2}+2\Big)=-0.00131$$

in units of $e^2/(ha)$. Numerical integration of the curvature over the true lattice pockets, with the Fermi surface located along rays from each node, also gives $-0.00131$. This is $-0.33\,\%$ of the undoped value and lowers $\sigma_{xy}$ to $308.9$ S/cm. At $\mu=0.05$ eV the integration gives $-0.00033$, a quarter as much, as a quadratic law requires.

**Doped, with tilt.** For $\beta=0.5$, $g=4-4\ln3=-0.394$. At $\mu=0.1$ eV the linear term (4) is

$$\frac{0.1}{2\pi(0.951)}(-0.394)=-0.0066$$

in units of $e^2/(ha)$. The same integration over the lattice pockets gives $-0.0087$, or $-2.2\,\%$ of the undoped value. The linear term supplies about three quarters of this change; the rest is of second and higher order in $\mu$. At this Fermi energy the tilt therefore makes the doping correction between six and seven times as large as in the untilted lattice.
